# Effective temperature of zero-temperature hopping in an electric field

## 1. What fails without a field temperature

A model that fills localized states by a Fermi function at the lattice temperature predicts that a cold sample has almost no electrons well above the Fermi level. At 77 K a site 0.125 eV above that level would have an occupation of about \(7\times10^{-9}\). In a field of 1 MV/cm, with a localization length of 0.5 nm, the model below gives \(1.1\times10^{-2}\) even with the lattice at zero temperature. The field supplies the energy, and tunnelling sets the price of collecting it. The resulting energy scale is

\[
k_BT_{\rm eff}=\frac{eFa}{2}. \tag{1}
\]

This scale governs the exponent of the high-energy tail. It does not turn the occupation into a Fermi function at \(T_{\rm eff}\), and the difference matters in a numerical implementation.

## 2. Model and conventions

A localized state has the amplitude envelope \(\exp(-r/a)\). Tunnelling probability is the square of an amplitude, so a hop of length \(r\) has rate \(\nu_0\exp(-2r/a)\). If \(a\) were defined through the probability density instead, the 2 in (1) would disappear.

The electric force on an electron has magnitude \(eF\) and points along \(+x\), with \(e>0\). Let \(\epsilon\) be a site's energy measured from the local Fermi level, which tilts with the potential. A hop from \(\epsilon\) to \(\epsilon'\) with displacement \(x\) along the force changes the total energy by \(\epsilon'-\epsilon-eFx\). At zero lattice temperature phonons can be emitted but not absorbed, so the hop requires

\[
\epsilon'-\epsilon\le eFx. \tag{2}
\]

An electron can therefore rise relative to the local Fermi level while its total energy falls.

Consider a chain of hops that gains \(\epsilon\) in all. Adding (2) over the chain gives \(\epsilon\le eF\sum x_i\le eF\sum r_i\). Its tunnelling factors multiply to

\[
\prod_i e^{-2r_i/a}=e^{-2\sum r_i/a}\le e^{-2\epsilon/(eFa)}=e^{-\epsilon/(k_BT_{\rm eff})}.
\]

This identifies the scale (1), but an occupation is a ratio of gain to loss, so the loss must also be found.

For that I assume a uniform steady state, a constant density of states \(g\) per volume and energy, a constant \(a\), no Coulomb interaction between sites, and rates averaged over site positions. The joint probability of a filled initial site and an empty final site is replaced by \(f(1-f')\). This is a mean-field theory. Section 7 examines the averaging over positions but keeps this factorization, which is not tested here.

## 3. The hopping kernel

For an upward change \(\Delta=eFu>0\), condition (2) requires \(x\ge u\). In the plane at \(x\), let \(\rho\) be the transverse distance. Since \(r^2=x^2+\rho^2\), we have \(\rho\,d\rho=r\,dr\), and

\[
2\pi\int_{|x|}^{\infty}r e^{-2r/a}dr
=2\pi\left(\frac{a|x|}{2}+\frac{a^2}{4}\right)e^{-2|x|/a}.
\]

Integrating over \(x\) from \(u\) to infinity uses \(\int_u^\infty xe^{-2x/a}dx=(au/2+a^2/4)e^{-2u/a}\) and \(\int_u^\infty e^{-2x/a}dx=(a/2)e^{-2u/a}\):

\[
2\pi\left[\frac a2\left(\frac{au}{2}+\frac{a^2}{4}\right)+\frac{a^3}{8}\right]e^{-2u/a}
=\frac{\pi a^2}{2}(u+a)e^{-2u/a}.
\]

The integral over all space is \(\pi a^3\), twice the value at \(u=0\). Define

\[
y=\frac{\epsilon}{k_BT_{\rm eff}},\qquad z=\frac{\Delta}{k_BT_{\rm eff}}=\frac{2u}{a}.
\]

Divided by \(\pi a^3\), the kernel is

\[
K(z)=\tfrac14(2+z)e^{-z}\quad(z\ge0),\qquad K(-z)=1-K(z). \tag{3}
\]

The second relation holds because a downward change excludes just the mirror image of the half-space allowed for the equal upward change. On both sides of zero, differentiation gives

\[
K'(z)=-p(z),\qquad p(z)=\tfrac14(1+|z|)e^{-|z|},\qquad \int_{-\infty}^{\infty}p\,dz=1. \tag{4}
\]

For \(|\sigma|<1\), the transform of \(p\) is

\[
\int pe^{\sigma z}dz=\frac14\left[\frac1{1-\sigma}+\frac1{1+\sigma}+\frac1{(1-\sigma)^2}+\frac1{(1+\sigma)^2}\right].
\]

The first two terms add to \(2/(1-\sigma^2)\), the last two to \((2+2\sigma^2)/(1-\sigma^2)^2\). Over the common denominator the numerator is \(2-2\sigma^2+2+2\sigma^2=4\), hence

\[
\int pe^{\sigma z}dz=\frac1{(1-\sigma^2)^2}. \tag{5}
\]

## 4. Gain and loss

In units of \(\nu_0g\pi a^3k_BT_{\rm eff}\), the rate into an empty site and the rate out of a filled one are

\[
G(y)=\int K(y-y')f(y')dy',\qquad
H(y)=\int K(y'-y)[1-f(y')]dy'.
\]

The steady state requires \((1-f)G=fH\), so

\[
f=\frac{G}{G+H}. \tag{6}
\]

Place the Fermi level at \(y=0\) and take the electron-hole symmetric solution \(f(-y)=1-f(y)\). Substituting \(y'\to-y'\) in \(H\) gives \(H(y)=G(-y)\), which is consistent with (6).

The difference of the two rates is simple. From (4), \(G'=-\int p(y-y')f\,dy'\) and \(H'=+\int p(y'-y)(1-f)dy'\). Since \(p\) is even,

\[
(H-G)'=\int p(y-y')[(1-f)+f]dy'=1.
\]

At \(y=0\) symmetry gives \(H=G\), so

\[
H(y)=G(y)+y,\qquad f(y)=\frac{G(y)}{y+2G(y)}. \tag{7}
\]

High up, \(G\) is tiny and the loss is \(y\): it grows in proportion to the number of empty states below.

## 5. Why the tail exponent is unity

**Lower bound.** Since \(G\) decreases and \(H\) increases with \(y\), \(f\) decreases. Thus \(f\ge\tfrac12\) for \(y'<0\). Keeping only sources with \(-1<y'<0\) gives \(G\ge\tfrac12K(y+1)\). The denominator in (7) grows linearly, as does the polynomial in \(K\). Hence \(f\ge c\,e^{-y}\) at large \(y\), with some \(c>0\).

**Upper bound.** Suppose no electrons are injected from arbitrarily high energy, in the sense that \(f\) falls at least as fast as some slow exponential \(e^{-\sigma_0y}\), \(0<\sigma_0<1\). Choose any \(\sigma\) between \(\sigma_0\) and 1. Integration by parts with (4) and (5) gives

\[
M(\sigma)=\int K(z)e^{\sigma z}dz=\frac1\sigma\int pe^{\sigma z}dz=\frac1{\sigma(1-\sigma^2)^2}, \tag{8}
\]

where the boundary terms vanish for \(0<\sigma<1\). Define the weight \(w(y)=\min(e^{\sigma y},Re^{\sigma_0y})\) with \(R\ge1\), choose \(Y_0>M(\sigma)+M(\sigma_0)\), and let \(A\) be the largest value of \(wf\) above \(Y_0\). It is finite by assumption. Sources above \(Y_0\) contribute to \(G\) at most

\[
A\int K(y-y')\left[e^{-\sigma y'}+\frac{e^{-\sigma_0y'}}R\right]dy'
\le\frac{A[M(\sigma)+M(\sigma_0)]}{w(y)}.
\]

Sources below \(Y_0\) contribute at most \(\int_{y-Y_0}^\infty K\,dz\), which falls as \(ye^{-y}\) and is therefore below \(B/w(y)\) for some \(B\) independent of \(R\). The denominator in (7) is at least \(Y_0\), so

\[
A\le\frac{A[M(\sigma)+M(\sigma_0)]+B}{Y_0}
\quad\Rightarrow\quad
A\le\frac{B}{Y_0-M(\sigma)-M(\sigma_0)}.
\]

This bound does not depend on \(R\). Letting \(R\to\infty\) gives \(f\le{\rm const}\times e^{-\sigma y}\) for every \(\sigma<1\). With the lower bound,

\[
-\frac{\ln f}{y}\to1,\qquad\text{that is}\qquad -\frac{\ln f}{\epsilon}\to\frac{2}{eFa}. \tag{9}
\]

Within the stated model this is the effective temperature (1).

## 6. How slowly the limit is reached

Let \(D=d/dy\). Setting \(\sigma=ik\) in (5) shows that the Fourier transform of \(p\) is \(1/(1+k^2)^2\), so \((1-D^2)^2p\) is a delta function. Applying this operator to \(DG=-\int p(y-y')f\,dy'\) gives \((1-D^2)^2DG=-f\). In the tail \(f\simeq G/y\), with an exponentially small relative error, so

\[
(1-D^2)^2DG=-\frac Gy. \tag{10}
\]

Try \(G=\int e^{-\sigma y}\Phi(\sigma)d\sigma\) on a contour that comes from \(+\infty\) below the real axis, crosses it between 0 and 1, and returns to \(+\infty\) above it. Each \(D\) becomes \(-\sigma\). After multiplication by \(-y\), (10) reads

\[
\int ye^{-\sigma y}\Psi\,d\sigma=\int e^{-\sigma y}\Phi\,d\sigma,
\qquad \Psi=\sigma(1-\sigma^2)^2\Phi.
\]

Because \(ye^{-\sigma y}=-d(e^{-\sigma y})/d\sigma\), integration by parts turns the left side into \(\int e^{-\sigma y}\Psi'd\sigma\). It is sufficient that \(\Psi'=\Phi\), or

\[
\frac{\Psi'}\Psi=\frac1{\sigma(1-\sigma^2)^2}
=\frac1\sigma+\frac{\sigma}{1-\sigma^2}+\frac{\sigma}{(1-\sigma^2)^2}.
\]

Integrating and dividing by \(\sigma(1-\sigma^2)^2\),

\[
\Phi=(1-\sigma^2)^{-5/2}\exp\left[\frac1{2(1-\sigma^2)}\right]. \tag{11}
\]

Put \(\sigma=1-\delta\). For small \(\delta\), \(1-\sigma^2=2\delta-\delta^2\), and the total exponent is

\[
-y+\delta y+\frac1{4\delta}+\frac18+O(\delta).
\]

It is stationary at \(\delta=1/(2\sqrt y)\), where the second and third terms add to \(\sqrt y\). The second derivative is \(1/(2\delta^3)=4y^{3/2}\), so the Gaussian integral across the saddle contributes \(y^{-3/4}\). The factor \((2\delta)^{-5/2}\) contributes \(y^{5/4}\). Thus \(G\propto\sqrt y\,e^{-y+\sqrt y}\), and division by \(y\) yields

\[
f\simeq\frac{C}{\sqrt y}e^{-y+\sqrt y},\qquad
-\frac{d\ln f}{dy}=1-\frac1{2\sqrt y}+\frac1{2y}+O(y^{-3/2}). \tag{12}
\]

Equation (10) has four other independent solutions. Two grow roughly as \(e^{y}\), and one falls only as a power of \(y\); the upper bound excludes all three. The fourth behaves as \(e^{-y-\sqrt y}\), apart from powers. It may be added, but it cannot stand alone because of the lower bound. Hence \(C>0\).

The constant \(C\) depends on the region near the Fermi level and requires the full equation (6). Solved on a grid from \(y=-80\) to 80 in steps of 0.1, it gives \(f\sqrt y\,e^{y-\sqrt y}=0.394\), 0.400 and 0.403 at \(y=20\), 40 and 60. These values still rise, with corrections of relative order \(y^{-1/2}\); extrapolating in \(y^{-1/2}\) gives \(C\approx0.42\). As a test of (11), the grid gives \(\ln[f(60)/f(20)]=-37.2533\) and the contour integral \(-37.2529\).

## 7. Worked example

Take rough values for an oxygen-deficient hafnium-oxide region in a resistive memory cell: \(a=0.5\) nm, \(F=1\) MV/cm \(=0.1\) V/nm, and \(3\times10^{21}\) sites per cm³. Then

\[
k_BT_{\rm eff}=\tfrac12(0.1\ {\rm eV/nm})(0.5\ {\rm nm})=25\ {\rm meV},
\qquad T_{\rm eff}=290\ {\rm K}.
\]

At \(\epsilon=0.125\) eV, \(y=5\) and the grid solution gives \(f=0.0111\). A Fermi function at \(T_{\rm eff}\) gives \(1/(e^5+1)=0.0067\), too small by a factor of 1.7. At \(y=10\) the factor is 2.9. The logarithmic slopes at \(y=5\), 20 and 60 are 0.878, 0.912 and 0.944. Fitting a Boltzmann factor locally would thus return temperatures 14%, 10% and 6% above \(T_{\rm eff}\). Equation (12) gives 0.876, 0.913 and 0.944.

**Width near the Fermi level.** A Fermi function at temperature \(T\) satisfies \(\int_0^\infty f\,d\epsilon=k_BT\ln2\). Using this relation to define a width temperature gives 321 K, about 11% above \(T_{\rm eff}\). One distribution therefore yields different temperatures according to what is fitted. An implementation should solve (6), or use (12) in the tail, when factors of order two matter.

**A lattice at finite temperature.** Let a hop that needs energy \(W>0\) from phonons carry the factor \(e^{-W/k_BT}\), and put \(t=T/T_{\rm eff}\). The kernel becomes the convolution of \(p\) with a function equal to 1 for negative argument and \(e^{-s/t}\) for positive argument \(s\). That function has the transform

\[
\frac1\sigma+\frac{t}{1-\sigma t}=\frac1{\sigma(1-\sigma t)},
\]

so (8) becomes

\[
M_T(\sigma)=\frac1{\sigma(1-\sigma t)(1-\sigma^2)^2}.
\]

This is finite for \(\sigma<\min(1,1/t)\). The new kernel is nowhere smaller than the old one, so gain plus loss still exceeds \(y\), and the upper-bound argument carries over. The new kernel also falls no faster than \(e^{-z}\) or \(e^{-z/t}\), which supplies the lower bound. The asymptotic tail temperature is therefore the larger of \(T\) and \(T_{\rm eff}\). When the two are close the limit is approached slowly: for a 300 K lattice the local slope at \(y=20\) still corresponds to about 390 K.

The width responds sooner. At fixed field it rises from 321 K to 347 K for a 77 K lattice and to 469 K for a 300 K lattice. Adding 321 K and the lattice temperature in squares would give 330 K and 439 K, which are 5% and 6% too low. In the hot limit the lattice should take over: at \(T=5T_{\rm eff}\) the computed width is \(5.16\,T_{\rm eff}\), 3% above the lattice value.

**Discrete sites.** Averaged rates were tested against a steady state solved site by site, for 1600 random sites in a periodic cube with energies between \(-5\) and \(5\,k_BT_{\rm eff}\). This solution still uses the factorization \(f(1-f')\), and each occupation above the Fermi level is averaged with the hole occupation at the mirror energy to reduce noise. At three sites per \(a^3\), the mean occupations in five unit-wide bins above the Fermi level agree with the averaged theory within about 4 to 5%, depending on the arrangement. The example has only

\[
(3\ {\rm nm^{-3}})(0.5\ {\rm nm})^3=0.375
\]

sites per \(a^3\), all assumed here to lie in the same energy band, which is 0.25 eV wide. Its occupations exceed the averaged ones by 6% in the lowest bin and 39% in the highest, and its width is \(1.23\,T_{\rm eff}\) instead of \(1.09\,T_{\rm eff}\). These figures come from one random arrangement at each density. Other arrangements at the example density give roughly \(-1\%\) to \(+2\%\) in the lowest bin, 23% to 58% in the highest, and widths from 1.13 to \(1.24\,T_{\rm eff}\). The figures therefore indicate only the rough size of the departure, and the excess in the lowest bin is not significant. Its cause is not examined here.

## 8. Limits set by the barrier and by charge

A constant \(a\) requires the field to change the barrier little during a hop. With a mass of \(0.5\,m_e\), the binding depth that produces this \(a\) is \(E_b=\hbar^2/(2ma^2)=0.305\) eV. The shortest hop gaining 0.10 eV runs along the force without emitting a phonon; it has length 1.00 nm and flat-barrier exponent \(2r/a=4.00\). If the barrier falls linearly along the force, the exponent is

\[
\frac2a\int_0^r\sqrt{1-\frac{eFx}{E_b}}\,dx
=\frac{4E_b}{3eFa}\left[1-\left(1-\frac{eFr}{E_b}\right)^{3/2}\right]=3.65.
\]

Dividing the 0.10 eV gain by this exponent gives 27 meV in place of 25 meV, a shift of about 10% for this hop. Setting \(eFr=E_b\) gives the exponent for escape from the site to the band, 8.13. For a site at the Fermi level with this depth, the band begins near \(y=12\). With these parameters, the values at \(y=20\) to 60 therefore examine the mathematical limit and do not describe bound states. The conclusion depends on the assumed mass: at fixed \(a\) the depth varies as \(1/m\), so a lighter tunnelling mass means deeper sites and a band that begins at larger \(y\).

A constant \(a\) also requires all sites to be bound about equally deeply. If they share one band edge, a site higher in energy is bound less deeply, and \(a\) grows as the inverse square root of the remaining depth. At \(y=5\) that depth is 0.18 eV, which gives \(a=0.65\) nm and raises \(eFa/2\) from 25 to 33 meV; at \(y=10\) the depth is only 0.055 eV and \(a\) is 1.2 nm. The occupations quoted for \(y=5\) and 10 thus illustrate the constant-\(a\) model and are not estimates for the oxide.

In a real cell the neglected charges are at least as important. With a relative permittivity of 20, two electron charges 0.69 nm apart, the inverse cube root of the site density, interact with 0.104 eV, about four times \(k_BT_{\rm eff}\). Nearest neighbours in a random arrangement are typically closer and interact more strongly. A site that is positively charged when empty has its barrier lowered by the Poole–Frenkel amount, \(2\sqrt{e^3F/(4\pi\varepsilon)}=0.170\) eV for the same permittivity, more than half of \(E_b\). If the lattice cannot follow the escaping electron, a smaller permittivity applies and the lowering is larger. The assumed site density is also high, roughly one site for every twenty oxygen positions; a less deficient oxide has fewer neighbours per \(a^3\) and lies further from the averaged theory. Cells normally work at or above room temperature, where the lattice alone moves the model width from 321 K to 469 K. The 290 K is thus an energy scale for cold, dense, weakly interacting sites, not a prediction for a switching filament. It describes electron occupations and says nothing about the lattice temperature that drives ionic motion.

The numerical output below lists the main inputs and computed results.

## Values computed for the example and the checks

```
Localization length a = 0.50 nm
Field F = 1.00 MV/cm
Site density = 3.0e+21 cm^-3
Mass = 0.50 m_e; permittivity = 20
k_B T_eff = 25.00 meV
T_eff = 290.1 K
Tail: y, energy (eV), f, slope from grid, slope from formula
   5  0.125  1.110e-02  0.8775  0.8764
  10  0.250  1.323e-04  0.8919  0.8919
  20  0.500  1.589e-08  0.9122  0.9132
  40  1.000  1.498e-16  0.9329  0.9334
  60  1.500  1.052e-24  0.9435  0.9438
Prefactor C = f*sqrt(y)*exp(y-sqrt(y)) at y = 20, 40, 60:
  0.3937  0.3995  0.4026
ln[f(60)/f(20)], grid = -37.25328
ln[f(60)/f(20)], contour integral = -37.25290
Gain plus loss at y = 20, scaled = 20.00000
Slope at Fermi level of ln[f/(1-f)] = -0.9084
Width temperature / T_eff, cold lattice = 1.1066
Width temperature, cold lattice = 321.0 K
Width temperature, lattice 77 K = 347.0 K
Width temperature, lattice 300 K = 468.8 K
Width / T_eff for lattice at 5 T_eff = 5.1628
Band from -5 to 5 k_B T_eff, mean f in unit bins above zero:
  averaged rates: 0.3901 0.2073 0.0965 0.0418 0.0175
  dense network: 0.3855 0.2071 0.0975 0.0418 0.0168
  example network: 0.4127 0.2470 0.1139 0.0570 0.0244
Sites per a^3: dense = 3.00, example = 0.375
Width / T_eff in this band, averaged rates = 1.087
Width / T_eff in this band, dense network = 1.080
Width / T_eff in this band, example network = 1.234
Binding depth hbar^2/(2 m a^2) = 0.305 eV
Hop length that gains 0.10 eV = 1.00 nm
Tunnel exponent of that hop, flat barrier = 4.00
Tunnel exponent of that hop, tilted barrier = 3.65
Tunnel exponent from site to band = 8.13
Mean site spacing = 0.693 nm
Coulomb energy at that spacing = 0.104 eV
Poole-Frenkel lowering (charged site) = 0.170 eV
```
